# Square-Well Impurity Phase Shifts by Numerov Integration up to the Wall: verification in Python

```python
"""
Result under test: phase shifts of an attractive square well, found by Numerov
integration up to the wall and matching to spherical Bessel functions, agree
with the closed forms, and the scattering amplitude obeys the optical theorem.

Symbols (lengths in nm, energies in eV):
  k      wave number outside the well        a   well radius
  U      2 m V0 / hbar^2, V0 = well depth    K   sqrt(k^2 + U), inside
  u      r times the radial function         h   grid step
  S, C   k r j_l(k r) and -k r n_l(k r); outside, u = A (cos d S + sin d C)
  alpha, beta   A cos d and A sin d, with d the phase shift
A complex U describes a well that also absorbs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

LMAX = 6
STEPS = 400
HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
MU, WMU = np.polynomial.legendre.leggauss(40)
ELL = np.arange(LMAX + 1)


def outside_functions(l, k, r):
    """S, C and their derivatives with respect to r."""
    x = k * r
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    dj = spherical_jn(l, x, derivative=True)
    dy = spherical_yn(l, x, derivative=True)
    return x * j, -x * y, k * (j + x * dj), -k * (y + x * dy)


def numerov(l, K2, g, h):
    """Solve u'' = -g u on r = h, 2h, ...; power series for two points."""
    def series(i):
        x = K2 * (i * h)**2
        return i**(l + 1) * (1 - x / (2 * (2*l + 3))
                             + x**2 / (8 * (2*l + 3) * (2*l + 5)))
    p = (1 + h*h*g/12).tolist()
    q = (2 * (1 - 5*h*h*g/12)).tolist()
    u = [series(1), series(2)]
    for i in range(1, len(p) - 1):
        u.append((q[i]*u[i] - p[i-1]*u[i-1]) / p[i+1])
    return np.array(u)


def slope(u, g, h):
    """Fourth-order derivative at all points but the first and last."""
    F = (1 + h*h*g/6) * u
    return (F[2:] - F[:-2]) / (2*h)


def match(l, k, r, u, du):
    S, C, dS, dC = outside_functions(l, k, r)
    return -(u*dC - du*C) / k, (u*dS - du*S) / k


def solve_inside(l, k, U, a, n=STEPS):
    """r, u up to the wall, and alpha, beta for wells cut off at each r."""
    h = a / n
    r = h * np.arange(1, n + 2)          # one point past the wall
    K2 = k*k + U
    g = K2 - l*(l + 1) / r**2
    u = numerov(l, K2, g, h)
    alpha, beta = match(l, k, r[1:-1], u[1:-1], slope(u, g, h))
    return r[:-1], u[:-1], alpha, beta


def phase(l, k, U, a, n=STEPS):
    """Absolute phase shift, followed continuously from zero radius."""
    _, _, alpha, beta = solve_inside(l, k, U, a, n)
    return np.unwrap(np.arctan2(beta, alpha))[-1]


def phases(k, U, a):
    return np.array([phase(l, k, U, a) for l in ELL])


def s_wave_closed(k, U, a):
    K = np.sqrt(k*k + U)
    return (-k*a + np.arctan(k/K*np.tan(K*a))
            + np.pi*np.floor(K*a/np.pi + 0.5))


def closed_any_l(l, k, U, a):
    """Phase shift modulo pi from Bessel functions on both sides."""
    K = np.sqrt(k*k + U)
    ji, dji = spherical_jn(l, K*a), K*spherical_jn(l, K*a, derivative=True)
    jo, djo = spherical_jn(l, k*a), k*spherical_jn(l, k*a, derivative=True)
    no, dno = spherical_yn(l, k*a), k*spherical_yn(l, k*a, derivative=True)
    return np.arctan((djo*ji - jo*dji) / (dno*ji - no*dji))


def mod_pi(x):
    return (x + np.pi/2) % np.pi - np.pi/2


def sigma_transport(k, d):
    l = np.arange(len(d) - 1)
    return 4*np.pi/k**2 * np.sum((l + 1) * np.sin(d[:-1] - d[1:])**2)


def displaced_charge(k, U, a):
    return 2/np.pi * np.sum((2*ELL + 1) * phases(k, U, a))


def fit_depth(k, a, charge):
    return brentq(lambda U: displaced_charge(k, U, a) - charge,
                  0.0, 10/a**2, xtol=1e-10)


def amplitudes(k, U, a):
    """f_l by matching, f_l by volume integral, and integral of |u_n|^2."""
    matched, volume, norm = [], [], []
    for l in ELL:
        r, u, alpha, beta = solve_inside(l, k, U, a)
        al, be = alpha[-1], beta[-1]
        un = u / (al - 1j*be)            # unit incoming plane wave
        S = outside_functions(l, k, r)[0]
        h = r[0]
        matched.append(be / (k*(al - 1j*be)))
        volume.append(U/k**2 * simpson(np.r_[0, S*un], dx=h))
        norm.append(simpson(np.r_[0, np.abs(un)**2], dx=h))
    return np.array(matched), np.array(volume), np.array(norm)


def amplitude_at(mu, fl):
    return np.polynomial.legendre.legval(mu, (2*ELL + 1)*fl)


def resistivity(fraction, k, sigma):
    """micro-ohm cm, for one conduction electron per atom."""
    return fraction*const.hbar*k*1e9*sigma*1e-18/const.e**2 * 1e8


# ---- example: aluminium in free-electron copper
lattice = 0.361          # nm, rough
fraction = 0.01
delta_Z = 2.0
density = 4 / lattice**3
kF = (3*np.pi**2*density)**(1/3)
EF = HB2M*kF**2
a = (3/(4*np.pi*density))**(1/3)
U = fit_depth(kF, a, delta_Z)
V0 = U*HB2M
d = phases(kF, U, a)
assert abs(d[-1]) < 1e-4

# ---- closed forms, including wells with several bound states
worst_s = 0.0
for K0a in (0.7, 1.9, 3.3, 5.2, 8.1):
    for ka in (0.3, 1.0, 1.9, 3.1):
        diff = phase(0, ka/a, (K0a/a)**2, a) - s_wave_closed(
            ka/a, (K0a/a)**2, a)
        worst_s = max(worst_s, abs(diff))
assert worst_s < 1e-6
worst_l = max(abs(mod_pi(d[l] - closed_any_l(l, kF, U, a))) for l in ELL)
assert worst_l < 1e-8


# ---- order of convergence, with and without crossing the wall
def phase_across_wall(k, U, a, n, weight_inside):
    h = a/n
    index = np.arange(1, 3*n//2 + 2)
    g = np.where(index < n, k*k + U, k*k)
    g[n-1] = k*k + weight_inside*U
    u = numerov(0, k*k + U, g, h)
    du = slope(u, g, h)
    al, be = match(0, k, h*index[-2], u[-2], du[-1])
    return np.arctan2(be, al)


kt, Ut = 1.0/a, (2.3**2 - 1.0)/a**2
exact_t = s_wave_closed(kt, Ut, a)
errors = {}
for name, routine in (
        ("stop at wall", lambda n: phase(0, kt, Ut, a, n)),
        ("cross, mean V", lambda n: phase_across_wall(kt, Ut, a, n, 0.5)),
        ("cross, inside V", lambda n: phase_across_wall(kt, Ut, a, n, 1.0))):
    errors[name] = [abs(mod_pi(routine(n) - exact_t)) for n in (40, 80)]
orders = {name: np.log2(e[0]/e[1]) for name, e in errors.items()}
assert abs(orders["stop at wall"] - 4) < 0.2
assert abs(orders["cross, mean V"] - 2) < 0.2
assert abs(orders["cross, inside V"] - 1) < 0.2


# ---- level counting in a large hard sphere, by diagonalization
def sphere_levels(l, U, a, R, size=120):
    x = np.arange(l + 0.5, (size + l + 3)*np.pi, 0.5)
    s = spherical_jn(l, x)
    hits = np.where(s[:-1]*s[1:] < 0)[0][:size]
    kz = np.array([brentq(lambda t: spherical_jn(l, t), x[i], x[i+1])
                   for i in hits]) / R
    nodes, w = np.polynomial.legendre.leggauss(80)
    r, w = a*(nodes + 1)/2, a*w/2
    phi = (r*spherical_jn(l, np.outer(kz, r))*np.sqrt(2/R**3)
           / np.abs(spherical_jn(l + 1, kz*R))[:, None])
    return np.linalg.eigvalsh(np.diag(kz**2) - U*(phi*w) @ phi.T)


R = 10*a
worst_box = 0.0
for l in (0, 1, 2):
    levels = sphere_levels(l, U, a, R)
    if l == 0:
        lowest = levels[0]
    n = np.argmin(np.abs(levels - kF**2))
    kn = np.sqrt(levels[n])
    S, C, _, _ = outside_functions(l, kn, np.linspace(1e-3/kn, R, 4000))
    theta = np.unwrap(np.arctan2(S, C))[-1]
    from_count = (n + 1)*np.pi - theta
    worst_box = max(worst_box, abs(from_count - phase(l, kn, U, a)))
assert worst_box < 2e-4

# ---- bound s state and the phase at zero energy
K0a = np.sqrt(U)*a
assert np.pi/2 < K0a < np.pi
q = brentq(lambda z: z/np.tan(z) + np.sqrt(max(K0a**2 - z*z, 0.0)),
           np.pi/2, K0a)
binding = HB2M*(K0a**2 - q*q)/a**2
assert abs(-lowest*HB2M/binding - 1) < 2e-3
d_zero = phase(0, 1e-3/a, U, a)
assert abs(d_zero - np.pi) < 0.01

# ---- optical theorem with the amplitude from the volume integral
f_match, f_vol, _ = amplitudes(kF, U, a)
assert np.max(np.abs(f_match - f_vol))*kF < 1e-8
sigma = 2*np.pi*np.sum(WMU*np.abs(amplitude_at(MU, f_vol))**2)
optical = 4*np.pi/kF*amplitude_at(1.0, f_vol).imag
assert abs(optical/sigma - 1) < 1e-7

# ---- absorbing well: elastic part alone must fall short
w_abs = 0.3*U
g_match, g_vol, norm = amplitudes(kF, U + 1j*w_abs, a)
assert np.max(np.abs(g_match - g_vol))*kF < 1e-8
el = 2*np.pi*np.sum(WMU*np.abs(amplitude_at(MU, g_vol))**2)
ab = 4*np.pi*w_abs/kF**3*np.sum((2*ELL + 1)*norm)
forward = 4*np.pi/kF*amplitude_at(1.0, g_vol).imag
assert abs(forward/(el + ab) - 1) < 1e-7
assert forward > 1.05*el

# ---- transport cross-section and the collision operator
s_tr = sigma_transport(kF, d)
f2 = np.abs(amplitude_at(MU, f_vol))**2
assert abs(2*np.pi*np.sum(WMU*(1 - MU)*f2)/s_tr - 1) < 1e-4
c0 = np.cos(0.7)
az = 2*np.pi*np.arange(64)/64
mu_rel = (c0*MU[:, None]
          + np.sin(0.7)*np.sqrt(1 - MU**2)[:, None]*np.cos(az))
rate = np.abs(amplitude_at(mu_rel, f_vol))**2
collision = np.sum(WMU[:, None]*rate*(c0 - MU[:, None]))*2*np.pi/64
assert abs(collision/(s_tr*c0) - 1) < 1e-4


# ---- Born approximation: right for a weak well, poor for this one
def born(mu, k, U, a):
    qt = k*np.sqrt(2*(1 - mu))
    return U*(np.sin(qt*a) - qt*a*np.cos(qt*a))/qt**3


weak = amplitude_at(0.3, amplitudes(kF, 1e-4*U, a)[1])
assert abs(weak/born(0.3, kF, 1e-4*U, a) - 1) < 1e-3
s_tr_born = 2*np.pi*np.sum(WMU*(1 - MU)*born(MU, kF, U, a)**2)

# ---- resistivity and the size of neglected effects
rho = resistivity(fraction, kF, s_tr)


def refit(radius, charge):
    depth = fit_depth(kF, radius, charge)
    return depth*HB2M, resistivity(
        fraction, kF, sigma_transport(kF, phases(kF, depth, radius)))


V_small, rho_small = refit(0.9*a, delta_Z)
V_large, rho_large = refit(1.1*a, delta_Z)
misfit = 0.20            # rough volume misfit of Al in Cu
charge_eff = delta_Z - misfit
V_dil, rho_dil = refit(a, charge_eff)
band_mass = 1.3          # rough
T = 378.0
kT = const.k*T/const.e
s_T = []
for E in (EF - kT, EF + kT):
    kE = np.sqrt(E/HB2M)
    s_T.append(sigma_transport(kE, phases(kE, U, a)))
rho_phonon = 1.7         # micro-ohm cm, rough, room temperature
mfp = 1/(fraction*density*s_tr)
mfp_phonon = resistivity(1.0, kF, 1.0)/density/rho_phonon
line_width = 20.0

print(f"lattice constant (rough) {lattice:.3f} nm, density {density:.2f} nm^-3")
print(f"kF {kF:.4f} nm^-1, EF {EF:.4f} eV, kF*a {kF*a:.4f}")
print(f"hbar^2/2m {HB2M:.6f} eV nm^2")
print(f"well radius a {a:.5f} nm, grid steps {STEPS}, largest l {LMAX}")
print(f"valence difference {delta_Z:.1f}, fitted depth V0 {V0:.4f} eV")
print(f"U {U:.3f} nm^-2, K*a {np.sqrt(kF**2+U)*a:.4f}, sqrt(U)*a {K0a:.4f}")
for l in ELL:
    share = 2/np.pi*(2*l + 1)*d[l]
    print(f"l={l}: phase {d[l]:.7f} rad, displaced electrons {share:.6f}")
print(f"s-wave phase, closed form {s_wave_closed(kF, U, a):.7f} rad")
print(f"largest s-wave error over 20 test wells {worst_s:.1e} rad")
print(f"largest error over l in the example {worst_l:.1e} rad")
print("order test: k*a = 1.0, K*a = 2.3, l = 0")
for name in errors:
    e = errors[name]
    print(f"{name}: error {e[0]:.2e} (40 steps), {e[1]:.2e} (80 steps) rad,"
          f" order {orders[name]:.2f}")
print(f"largest phase difference from sphere levels {worst_box:.1e} rad")
print(f"bound s state {binding:.4f} eV below band bottom")
print(f"s phase at k*a = 0.001: {d_zero:.5f} rad")
print(f"forward amplitude {amplitude_at(1.0, f_vol).real:.6f} "
      f"+ i {amplitude_at(1.0, f_vol).imag:.6f} nm")
print(f"sigma by angular integral {sigma:.8f} nm^2")
print(f"sigma by optical theorem  {optical:.8f} nm^2")
print(f"absorbing well, W/V0 = {w_abs/U:.2f}: elastic {el:.6f} nm^2")
print(f"  absorbed {ab:.6f} nm^2, sum {el+ab:.6f} nm^2")
print(f"  4 pi Im f(0)/k {forward:.6f} nm^2")
print(f"transport cross-section {s_tr:.6f} nm^2, Born {s_tr_born:.6f} nm^2")
print(f"resistivity at {100*fraction:.0f} at.%: {rho:.3f} micro-ohm cm")
print(f"Born resistivity {resistivity(fraction, kF, s_tr_born):.3f} "
      "micro-ohm cm")
print(f"radius -10%: V0 {V_small:.3f} eV, rho {rho_small:.3f} micro-ohm cm")
print(f"radius +10%: V0 {V_large:.3f} eV, rho {rho_large:.3f} micro-ohm cm")
print(f"dilation (rough misfit {misfit:.2f}): charge {charge_eff:.2f}, "
      f"V0 {V_dil:.3f} eV, rho {rho_dil:.3f} micro-ohm cm")
print(f"band mass {band_mass:.1f} m (rough): V0 {V0/band_mass:.3f} eV")
print(f"kT at {T:.0f} K {kT:.5f} eV; transport cross-section change "
      f"{100*(s_T[0]/s_tr-1):+.2f}% at EF-kT, {100*(s_T[1]/s_tr-1):+.2f}% at EF+kT")
print(f"phonon resistivity (rough) {rho_phonon:.1f} micro-ohm cm, "
      f"mean free path {mfp_phonon:.1f} nm")
print(f"impurity mean free path {mfp:.1f} nm, kF times it {kF*mfp:.0f}")
print(f"line width {line_width:.0f} nm, impurity path/width "
      f"{mfp/line_width:.2f}, phonon path/width {mfp_phonon/line_width:.2f}")
print("done: every assertion held")
```

Running it gives:

```
lattice constant (rough) 0.361 nm, density 85.02 nm^-3
kF 13.6036 nm^-1, EF 7.0507 eV, kF*a 1.9192
hbar^2/2m 0.038100 eV nm^2
well radius a 0.14108 nm, grid steps 400, largest l 6
valence difference 2.0, fitted depth V0 7.5482 eV
U 198.117 nm^-2, K*a 2.7616, sqrt(U)*a 1.9857
l=0: phase 0.9516609 rad, displaced electrons 0.605846
l=1: phase 0.6252008 rad, displaced electrons 1.194046
l=2: phase 0.0582790 rad, displaced electrons 0.185508
l=3: phase 0.0031230 rad, displaced electrons 0.013917
l=4: phase 0.0001155 rad, displaced electrons 0.000662
l=5: phase 0.0000030 rad, displaced electrons 0.000021
l=6: phase 0.0000001 rad, displaced electrons 0.000000
s-wave phase, closed form 0.9516609 rad
largest s-wave error over 20 test wells 2.4e-09 rad
largest error over l in the example 2.6e-11 rad
order test: k*a = 1.0, K*a = 2.3, l = 0
stop at wall: error 3.32e-08 (40 steps), 2.07e-09 (80 steps) rad, order 4.00
cross, mean V: error 1.75e-04 (40 steps), 4.38e-05 (80 steps) rad, order 2.00
cross, inside V: error 9.88e-03 (40 steps), 5.04e-03 (80 steps) rad, order 0.97
largest phase difference from sphere levels 2.0e-05 rad
bound s state 0.7307 eV below band bottom
s phase at k*a = 0.001: 3.13945 rad
forward amplitude 0.162453 + i 0.125543 nm
sigma by angular integral 0.11597104 nm^2
sigma by optical theorem  0.11597104 nm^2
absorbing well, W/V0 = 0.30: elastic 0.081000 nm^2
  absorbed 0.051790 nm^2, sum 0.132790 nm^2
  4 pi Im f(0)/k 0.132790 nm^2
transport cross-section 0.046774 nm^2, Born 0.061707 nm^2
resistivity at 1 at.%: 2.614 micro-ohm cm
Born resistivity 3.449 micro-ohm cm
radius -10%: V0 9.936 eV, rho 3.078 micro-ohm cm
radius +10%: V0 5.888 eV, rho 2.246 micro-ohm cm
dilation (rough misfit 0.20): charge 1.80, V0 6.928 eV, rho 2.202 micro-ohm cm
band mass 1.3 m (rough): V0 5.806 eV
kT at 378 K 0.03257 eV; transport cross-section change +0.54% at EF-kT, -0.53% at EF+kT
phonon resistivity (rough) 1.7 micro-ohm cm, mean free path 38.7 nm
impurity mean free path 25.1 nm, kF times it 342
line width 20 nm, impurity path/width 1.26, phonon path/width 1.93
done: every assertion held
```
